# Wagner's parabolic scaling rate from coupled ionic and electronic fluxes

A growing oxide scale needs ions to cross it, so it is tempting to compute the growth rate from the ionic conductivity alone. Because ions carry charge, that estimate is good only if the electronic conductivity is much larger than the ionic one over the range of oxygen potential that carries most of the transport. If cations moved outward and nothing compensated them, the gas side would charge up and the resulting field would stop them within a very short time. Steady growth requires an equal and opposite electronic current, and an oxide that conducts ions well but electrons badly grows slowly. In the example worked out below, the ionic conductivity alone overestimates the rate constant by a factor of 1.8, and the electronic conductivity alone by a factor of 7.3. The correct rate follows from treating the two currents together.

Consider a dense, flat, isothermal scale of thickness $X$ and composition MO$_{z/2}$. The metal lies at $x=0$ and the gas at $x=X$; fluxes are positive towards the gas. The mobile particles are cations M$^{z+}$, oxygen ions O$^{2-}$ and electrons. SI units are used, with energies in eV where convenient, and $e>0$ is the elementary charge.

A particle of charge $z_ie$ responds to its electrochemical potential $\eta_i=\mu_i+z_ie\phi$, with $\phi$ the electrostatic potential. Its number flux relative to the oxide lattice is

$$j_i=-\frac{\sigma_i}{z_i^2e^2}\frac{d\eta_i}{dx}.$$

The prefactor is fixed by Ohm's law: at uniform composition $d\eta_i/dx=z_ie\,d\phi/dx$, and the current density $z_iej_i$ becomes $-\sigma_i\,d\phi/dx$. Writing one such law per species assumes that the gradient of one species does not directly drag another, so that the species are coupled through charge and chemical equilibrium alone.

The electrochemical potentials are not independent. If the reactions M $\rightleftharpoons$ M$^{z+}+z\,$e$^-$ and O $+\,2\,$e$^-\rightleftharpoons$ O$^{2-}$ are in equilibrium at each point of the scale, then

$$\mu_M=\eta_M+z\eta_e,\qquad \eta_O=\mu_O+2\eta_e .$$

Here $\mu_M$ and $\mu_O$ belong to neutral atoms, $\eta_M$ and $\eta_O$ to ions. For an oxide close to its ideal composition, at constant temperature and pressure, the Gibbs–Duhem relation reads $d\mu_M+(z/2)\,d\mu_O=0$. With a prime for $d/dx$, the cation gradient is therefore

$$\eta_M'=\mu_M'-z\eta_e'=-\frac z2\mu_O'-z\eta_e' .$$

Multiplying each number flux by its charge gives the current densities

$$I_M=zej_M=-\frac{\sigma_M}{ze}\eta_M'=\frac{\sigma_M}{e}\left(\eta_e'+\frac{\mu_O'}2\right),$$

$$I_O=-2ej_O=\frac{\sigma_O}{2e}\eta_O'=\frac{\sigma_O}{e}\left(\eta_e'+\frac{\mu_O'}2\right),$$

$$I_{el}=-ej_e=\frac{\sigma_{el}}{e}\eta_e' .$$

Both ions feel the same driving force, although they move in opposite directions, so their currents add with a single conductivity $\sigma_{ion}=\sigma_M+\sigma_O$. Holes are included in $\sigma_{el}$: in equilibrium with the electrons they have $\eta_h=-\eta_e$, and their current $-(\sigma_h/e)\eta_h'=(\sigma_h/e)\eta_e'$ has the same form as that of the electrons.

No external circuit is connected, so a steady scale carries no net current. The condition $I_{ion}+I_{el}=0$ reads

$$\sigma_{ion}\left(\eta_e'+\frac{\mu_O'}2\right)+\sigma_{el}\eta_e'=0
\quad\Rightarrow\quad
\eta_e'=-\frac{\sigma_{ion}}{\sigma_{ion}+\sigma_{el}}\,\frac{\mu_O'}2 .$$

The force left for the ions is

$$\eta_e'+\frac{\mu_O'}2=\frac{\sigma_{el}}{\sigma_{ion}+\sigma_{el}}\,\frac{\mu_O'}2,$$

and hence

$$I_{ion}=\frac1{2e}\,\sigma_a\,\mu_O',\qquad
\sigma_a=\frac{\sigma_{ion}\sigma_{el}}{\sigma_{ion}+\sigma_{el}} .$$

Since $1/\sigma_a=1/\sigma_{ion}+1/\sigma_{el}$, the two conduction paths act as resistances in series, driven by an electromotive force $\mu_O'/2e$ per unit length. The smaller conductivity controls: $\sigma_a\to\sigma_{ion}$ when electrons move easily, and $\sigma_a\to\sigma_{el}$ when the oxide is nearly a pure ionic conductor. Between these limits,

$$\frac{\partial\ln\sigma_a}{\partial\ln\sigma_{ion}}
=1-\frac{\sigma_{ion}}{\sigma_{ion}+\sigma_{el}}
=\frac{\sigma_{el}}{\sigma_{ion}+\sigma_{el}},$$

so making the ions more mobile helps only in proportion to the electronic share of the conductivity.

The current must now be turned into growth. When both ions move, oxide can form at either interface and also inside the scale, where outgoing cations meet incoming oxygen. Let $g$ be the number of formula units formed per volume and time inside. If changes in the stored defect content are neglected, conservation of each element gives

$$j_M'=-g,\qquad j_O'=-\frac z2\,g .$$

The separate fluxes may vary with $x$, but the ionic current does not:

$$I_{ion}'=zej_M'-2ej_O'=-zeg+zeg=0 .$$

Per unit area and time, $j_M(X)$ formula units form at the gas side, $-(2/z)j_O(0)$ at the metal side, and $\int_0^Xg\,dx=j_M(0)-j_M(X)$ inside. Their sum is

$$j_M(0)-\frac2z\,j_O(0)=\frac{zej_M(0)-2ej_O(0)}{ze}=\frac{I_{ion}}{ze}.$$

This was tested by solving the separate conservation laws for a scale with cation charge 4 and position-dependent conductivities. On the grid of 40 cells used there, about 15% of the growth occurs at the outer interface, 58% inside and 27% at the inner interface (14%, 58% and 27% in the limit of a fine grid), and the total agrees with the formula. The sign of $g$ is not fixed. Since both ions feel the same force, $zej_M=(\sigma_M/\sigma_{ion})I_{ion}$, so $g$ is positive where the cation share of $\sigma_{ion}$ falls towards the gas, as it was chosen to do in this test. If both ions move by vacancies, $\sigma_M$ rises and $\sigma_O$ falls with oxygen pressure; $g$ is then negative, lattice sites are removed inside the scale, and the total is still $I_{ion}/ze$.

Let $\Omega_O$ be the oxide volume per oxygen atom. A formula unit holds $z/2$ oxygen atoms and occupies $(z/2)\Omega_O$, so

$$\frac{dX}{dt}=\frac z2\,\Omega_O\,\frac{I_{ion}}{ze}=\frac{\Omega_O}{2e}\,I_{ion}.$$

Because $I_{ion}$ is uniform, integrating its expression across the scale at a given instant yields

$$I_{ion}X=\frac1{2e}\int_0^X\sigma_a\frac{d\mu_O}{dx}\,dx
=\frac1{2e}\int_{\mu_O^{in}}^{\mu_O^{out}}\sigma_a\,d\mu_O .$$

The change of variable is allowed because $\mu_O'=2eI_{ion}/\sigma_a$ keeps one sign. It is useful because, for a given temperature and doping, local equilibrium makes the conductivities functions of $\mu_O$; the unknown profile $\mu_O(x)$ is then not needed. The result, Wagner's formula, is

$$\frac{dX}{dt}=\frac kX,\qquad
k=\frac{\Omega_O}{4e^2}\int_{\mu_O^{in}}^{\mu_O^{out}}
\frac{\sigma_{ion}\sigma_{el}}{\sigma_{ion}+\sigma_{el}}\,d\mu_O .$$

If both interfaces keep their values of $\mu_O$, then $k$ is constant, and integrating $X\,dX=k\,dt$ gives $X^2-X_0^2=2kt$. A rate constant defined through $X^2=k't$ is twice as large, $k'=2k$.

For an ideal gas $\mu_O=\tfrac12\mu_{O_2}=\text{const}+\tfrac12k_BT\ln p$, with $p$ the oxygen pressure. Then $d\mu_O=\tfrac12k_BT\,d\ln p$ and

$$k=\frac{\Omega_Ok_BT}{8e^2}\int_{\ln p_{in}}^{\ln p_{out}}\sigma_a\,d\ln p .$$

Inside the oxide $p$ labels the local oxygen potential; no gas need be present there. At the inner interface $p_{in}$ is the pressure at which metal and oxide coexist. On an alloy, preferential oxidation can deplete the surface of M and lower $\mu_M$. Since $\mu_M+(z/2)\mu_O$ is fixed by the oxide, $\mu_O^{in}$ then rises and the range of integration shrinks. The growth remains parabolic under the present assumptions if the interface composition stays constant in time.

A defect model shows how the integral is evaluated. Take a model oxide MO, so $z=2$, in which cations move by way of doubly negative vacancies and the electronic carriers are holes. Oxygen ions are immobile, and donors of charge $+e$, fixed in the lattice, are present in a fraction $f_D$ of the formula units. New oxide forms at the gas side, which immobile donors cannot reach from the metal, so the gas is assumed to supply them there in the same proportion. Let $v$ and $h$ be the numbers of vacancies and holes per donor. Neutrality requires $2v=1+h$. Taking up half an oxygen molecule creates one vacancy and two holes, so for dilute defects that do not interact or form pairs, mass action gives

$$f_D^3\,vh^2=K\sqrt{p/1\,\text{bar}},\qquad
\frac{d\mu_O}{k_BT}=\frac{dv}v+2\,\frac{dh}h .$$

With donor density $n_D=f_D/\Omega_O$ and diffusivities $D_v$ and $D_h=RD_v$, the Nernst–Einstein relation gives

$$\sigma_{ion}=\frac{e^2n_DD_v}{k_BT}\,4v,\qquad
\sigma_{el}=\frac{e^2n_DD_v}{k_BT}\,Rh .$$

The factor 4 is the square of the vacancy charge number. Inserting these in $k$ and using $\Omega_On_D=f_D$, one finds

$$k=f_DD_v\int\frac{vRh}{4v+Rh}\left(\frac{dv}v+2\,\frac{dh}h\right).$$

Neutrality implies $dh=2\,dv$, so the bracket equals $dv\,(h+4v)/(vh)$ and

$$k=f_D\int_{v_{in}}^{v_{out}}D_a\,dv,\qquad
D_a=D_v\,\frac{R(h+4v)}{4v+Rh}.$$

$D_a$ is the common diffusivity of vacancies and holes that are tied together by neutrality. For $h\to0$ it tends to $RD_v=D_h$: the scarce holes set the pace. In the opposite case of negligible doping, $h=2v$ and $D_a=3RD_v/(R+2)$, which approaches $3D_v$ for fast holes. The factor 3 arises because the field set up by the fast holes pulls the vacancies along. In that undoped case $vh^2=4v^3\propto\sqrt p$, so the vacancy content varies as $p^{1/6}$ and $k\propto p_{out}^{1/6}-p_{in}^{1/6}$.

For the doped oxide, substitute $4v=2+2h$ and $dv=dh/2$, and set $b=R+2$. The integrand can be split as

$$\frac{2+3h}{2+bh}=\frac3b+\frac{2-6/b}{2+bh},$$

which gives

$$k=f_DD_v\,\frac R2\left[\frac{3(h_{out}-h_{in})}b+\frac{2-6/b}b\,L\right],
\qquad L=\ln\frac{2+bh_{out}}{2+bh_{in}} .$$

Choose round parameters that represent no particular material: $T=1300$ K, $\Omega_O=20$ Å$^3$, $f_D=10^{-3}$, $D_v=10^{-11}$ m²/s, $D_h=10^{-9}$ m²/s and $K=2\times10^{-10}$. The holes are deliberately slow, so that neither carrier dominates throughout: $D_h$ corresponds to a mobility $eD_h/k_BT$ of only $9\times10^{-5}$ cm²/(V s). The size of the error made by using $\sigma_{ion}$ alone depends on this choice; with a mobility of 0.1 cm²/(V s) and the other parameters unchanged it would be below 0.3%. Let $p_{in}=10^{-11}$ bar and $p_{out}=1$ bar. At the gas side mass action requires $vh^2=K/f_D^3=0.2$, which with neutrality gives $h_{out}=0.5140$ and $v_{out}=0.7570$. At the metal side $h_{in}=0.0011$ and $v_{in}=0.5006$. With $R=100$, $b=102$ and $L=3.248$,

$$\frac k{f_DD_v}=50\left[\frac{3(0.5129)}{102}+\frac{1.9412}{102}(3.248)\right]
=50\,(0.01508+0.06181)=3.84,$$

so $k=3.84\times10^{-14}$ m²/s. Direct quadrature over $\ln p$, with conductivities in S/m, gives the same value:

$$k=(1.7480\times10^{-12})(2.1996\times10^{-2})\ \text{m}^2/\text{s}
=3.84\times10^{-14}\ \text{m}^2/\text{s}.$$

A scale starting from zero thickness reaches $\sqrt{2kt}=166$ µm after 100 h. At $X=10$ µm it grows at $k/X=3.8$ nm/s, and the ionic current density is $2ek/(\Omega_OX)=62$ A/m². An electronic current of the same size cancels it.

The character of the conduction changes across the scale. At the metal side $\sigma_{ion}=1.43\times10^{-3}$ S/m far exceeds $\sigma_{el}=8.0\times10^{-5}$ S/m, and holes limit the transport. At the gas side $\sigma_{ion}=2.17\times10^{-3}$ S/m lies far below $\sigma_{el}=3.68\times10^{-2}$ S/m, and vacancies limit it. The conductivities are equal where $4v=Rh$; with neutrality this means $h=2/(R-2)=0.0204$, reached at $1.1\times10^{-6}$ bar. A small relative increase of $\sigma_{ion}$ therefore raises $\sigma_a$ by about 94% of that increase at the gas side, but by about 5% of it at the metal side. Replacing $\sigma_a$ by $\sigma_{ion}$ throughout would give $k=6.9\times10^{-14}$ m²/s, and replacing it by $\sigma_{el}$ would give $2.8\times10^{-13}$ m²/s. Both are too large, as they must be, since $\sigma_a$ is smaller than either conductivity at every point.

The integral also shows which boundary matters. Differentiating with respect to its upper limit gives

$$\frac{\partial\ln k}{\partial\ln p_{out}}
=\frac{\sigma_a(p_{out})}{\int\sigma_a\,d\ln p}
=\frac{2.045\times10^{-3}}{2.200\times10^{-2}}=0.093 .$$

The same ratio at the lower limit, where $\sigma_a=7.6\times10^{-5}$ S/m, is 0.0035 in magnitude. In this model the rate is thus nearly thirty times less sensitive to the metal-side pressure than to the gas pressure.

The total driving force can be divided in the same way. The difference of $\mu_O$ across the scale is 1.419 eV, so half of it, 0.709 eV, is available per unit charge transported. Integrating the expression for $\eta_e'$ shows that $\eta_e$ falls by 0.333 eV from metal to gas; this part drives the electronic current. The remaining 0.376 eV drives the ions.

Two approximations can be examined quantitatively. The first is neutrality. Wherever the electric field varies, Poisson's equation demands some net charge. Let $\lambda=\sqrt{\varepsilon k_BT/(e^2n_D)}$ be a screening length based on the donor density, with $\varepsilon$ the permittivity. If the potential varies by about $k_BT/e$ over the thickness, the net charge density relative to $en_D$ is of order $(\lambda/X)^2$. Solving the coupled transport and Poisson equations, with neutral compositions imposed at the two interfaces, gives fluxes that differ from Wagner's value by 0.14%, 0.036% and 0.009% for $\lambda/X=0.04$, 0.02 and 0.01. Each halving of $\lambda/X$ reduces the deviation about fourfold, as the estimate suggests. For a relative permittivity of 10, $\lambda=1.1$ nm here, so the correction should be negligible for a scale micrometres thick. This is only an estimate, because $\lambda$ is shorter than the mean donor spacing $n_D^{-1/3}=2.7$ nm. In a real oxide with such a permittivity and doping, attraction could also bind many vacancies to donors, which the model leaves out. A film a few nanometres thick lies outside the theory, and charged interfaces were not part of this test.

The second approximation is the neglect of defect storage. As the scale thickens, its vacancy profile stretches, which takes up vacancies, and new lattice at the gas side is built with some cation sites empty. Let $f=f_Dv$ be the vacancy fraction, $s=x/X$, and $X^2=2kt$. The metal interface stays fixed in the lattice, since cations leave outward and are replaced from the metal. The diffusion equation for a profile $f(s)$ and the balance at the gas side are

$$-ks\frac{df}{ds}=\frac d{ds}\left(D_a\frac{df}{ds}\right),\qquad
k(1-f_{out})=D_a\frac{df}{ds}\bigg|_{s=1}.$$

Integrating the first equation from $s$ to 1, and then over $s$ from 0 to 1, gives

$$\int_{f_{in}}^{f_{out}}D_a\,df
=k\left[1-f_{out}+\int_0^1s^2\frac{df}{ds}\,ds\right].$$

The left side is Wagner's rate constant. To first order in $f$, and with other corrections of that order left out, storage raises $k$ above it by the relative amount $f_{out}-\int_0^1s^2(df/ds)\,ds$. As $f$ rises from metal to gas and $s^2$ lies between 0 and 1, this amount lies between $f_{in}$ and $f_{out}$, here between 0.050% and 0.076%. The numerical solution gives 0.062%, and 0.63% when all defect fractions are ten times larger. One of the omitted corrections can be larger: if the donors supplied by the gas occupy cation sites, $1-f_{out}$ becomes $1-f_{out}-f_D$ and the two figures rise to 0.16% and 1.6%. Neglecting storage is therefore justified in this model for dilute defects, and becomes less accurate as the defect fractions grow.

Other conditions concern what happens at and around the scale. The law $dX/dt=k/X$ diverges as $X\to0$, whereas interface reactions have finite rates. A young scale is therefore limited by those reactions, its boundary values of $\mu_O$ change with thickness, and $k$ is not yet constant. Cracks and pores admit gas without the coupled currents, and evaporation removes oxide that the balance counts as growth. Transport along grain boundaries can be absorbed into effective conductivities if these depend on $\mu_O$ alone; if the grains coarsen during oxidation, $k$ drifts with time. The computed values behind the example and the tests are listed in the numerical output.

## Values computed for the example and the checks

```
temperature: 1300 K; kT = 0.11203 eV
oxide volume per O atom: 20.0 cubic angstrom
donor fraction: 1.0e-03 per formula unit
donor density: 5.000e+25 m^-3
vacancy diffusivity: 1.0e-11 m^2/s
hole diffusivity: 1.0e-09 m^2/s; ratio R = 100
mass-action constant at 1 bar: 2.0e-10 (site fraction^3)
O2 pressure, metal side: 1.0e-11 bar; gas side: 1.0 bar
mu_O difference: 1.4187 eV
holes per donor, metal side: 1.1241e-03; gas side: 0.5140
vacancies per donor, metal side: 0.5006; gas side: 0.7570
p(O2)/bar, s_ion, s_el, s_ion*s_el/(s_ion+s_el) in S/m:
  1e-11  1.4318e-03  8.0380e-05  7.6108e-05
  1e-08  1.4392e-03  4.5085e-04  3.4330e-04
  1e-04  1.5180e-03  4.3899e-03  1.1280e-03
  1e+00  2.1653e-03  3.6756e-02  2.0449e-03
pressure where s_ion = s_el: 1.129e-06 bar
integral over ln p: 2.19957e-02 S/m
prefactor Omega_O kT/(8 e^2): 1.74802e-12 m^3/(S s)
k, Wagner integral: 3.84489e-14 m^2/s
k, closed form: 3.84489e-14 m^2/s
logarithm in closed form: 3.24800
reduced rate k/(D_v * donor fraction): 3.84489
k if only s_ion limited: 6.8946e-14 m^2/s
k if only s_el limited: 2.8125e-13 m^2/s
eta_e(gas side) - eta_e(metal side): -0.3330 eV
ionic current density at X = 10 micrometre: 61.6019 A/m^2
growth rate at X = 10 micrometre: 3.8449 nm/s
thickness after 100 h from X0 = 0: 166.38 micrometre
relative permittivity: 10
screening length: 1.113 nm
Poisson-Nernst-Planck against Wagner, relative deviations:
  screening length/X = 0.04: flux 1.406e-03, eta_e 7.093e-04
  screening length/X = 0.02: flux 3.570e-04, eta_e 1.799e-04
  screening length/X = 0.01: flux 8.982e-05, eta_e 4.545e-05
two-ion network (charge 4), shares of total growth:
  outer 0.1498, inside 0.5755, inner 0.2747
  growth, network: 0.177306; formula: 0.177306 (reduced units)
storage correction to k, donor fraction 0.001: 6.218e-04
storage correction to k, donor fraction 0.01: 6.253e-03
```
